# Matsubara Logarithms and the Phase-Shift Form of a Level's Grand Potential: a program that tests the result

```python
# Result under test (k_B = 1, energies from the chemical potential, unit eV):
#   T sum_n exp(i w_n eta) ln(e - i w_n) -> T ln(1 + exp(-e/T)), eta -> 0+,
# where the sum is an Abel sum (extra factor exp(-d|w_n|), d -> 0 first), and
#   Omega(level + bath) - Omega(bath) = -(1/pi) int f(w) delta(w) dw,
#   delta(w) = -Im ln(-1/G_d(w + i0)), G_d(z) = 1/(z - e_d - v^2 g(z)).
# T: temperature, w_n = (2n+1) pi T, f: Fermi function, e_d: level energy,
# v: coupling to the end of a semi-infinite chain of hopping t,
# g: Green's function of the chain's end site.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

T, t = 0.05, 1.0
beta = 1 / T


def fermi(x):
    return expit(-x / T)


def log_term(x):
    return T * np.logaddexp(0.0, -x / T)


def g_end(z):
    # retarded branch, for Im z >= 0
    z = np.asarray(z) + 0j
    return 2 / (z + np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t))


def extrapolate_to_zero(nodes, values):
    # value at zero of the interpolating polynomial
    total = 0.0
    for i, x in enumerate(nodes):
        others = np.delete(nodes, i)
        total += values[i] * np.prod(others / (others - x))
    return total


def abel_sum(log_function, eta):
    # terms at -w_n are complex conjugates of those at +w_n
    dampings = abs(eta) / 5 / 2.0 ** np.arange(7)
    values = []
    for d in dampings:
        count = int(40 / d / (2 * np.pi * T)) + 1
        w = (2 * np.arange(count) + 1) * np.pi * T
        terms = np.exp((1j * eta - d) * w) * log_function(w)
        values.append(2 * T * np.sum(terms.real))
    return extrapolate_to_zero(dampings, values)


def matsubara_limit(log_function):
    etas = 0.05 * np.arange(1, 7)
    return extrapolate_to_zero(etas, [abel_sum(log_function, x) for x in etas])


def bare_log(e):
    return lambda w: np.log(e - 1j * w)


def coupled_log(e_d, v):
    return lambda w: np.log(e_d + v**2 * g_end(1j * w) - 1j * w)


def phase(w, e_d, v):
    x = e_d + v**2 * g_end(w) - w
    return np.arctan2(-x.imag, x.real)


def band_integral(weight, e_d, v):
    # (1/pi) int over the band of weight * delta, with w = -2t cos k
    def integrand(k):
        w = -2 * t * np.cos(k)
        return weight(w) * phase(w, e_d, v) * 2 * t * np.sin(k) / np.pi
    return sum(quad(integrand, a, b, epsabs=1e-12, epsrel=1e-11, limit=400)[0]
               for a, b in ((0, np.pi / 2), (np.pi / 2, np.pi)))


def bound_energy(e_d, v):
    # bound state below the band, or None
    def inverse_g(w):
        return w - e_d - v**2 * float(g_end(w).real)
    if inverse_g(-2 * t) <= 0:
        return None
    return brentq(inverse_g, -10 * t, -2 * t, xtol=1e-14)


def omega_phase(e_d, v):
    # returns total, band part, bound-state stretch
    assert e_d + v**2 / t < 2 * t  # no bound state above the band
    band = -band_integral(fermi, e_d, v)
    e_b = bound_energy(e_d, v)
    stretch = 0.0 if e_b is None else -(log_term(e_b) - log_term(-2 * t))
    return band + stretch - log_term(2 * t), band, stretch


def diagonalize(e_d, v, sites=400):
    # returns change of Omega, change of N, level occupation, lowest energy
    bath = -t * (np.eye(sites, k=1) + np.eye(sites, k=-1))
    full = np.zeros((sites + 1, sites + 1))
    full[1:, 1:] = bath
    full[0, 0] = e_d
    full[0, 1] = full[1, 0] = v
    e_bath = np.linalg.eigvalsh(bath)
    e_full, vectors = np.linalg.eigh(full)
    d_omega = -np.sum(log_term(e_full)) + np.sum(log_term(e_bath))
    d_number = np.sum(fermi(e_full)) - np.sum(fermi(e_bath))
    n_d = np.sum(vectors[0] ** 2 * fermi(e_full))
    return d_omega, d_number, n_d, e_full[0]


print(f"temperature T = {T:.2f} eV, hopping t = {t:.1f} eV")
print(f"inverse temperature beta = {beta:.1f} 1/eV")

# The raw series does not settle: its partial sums swing ever more widely.
eta0, e0 = 0.4, -0.3
w = (2 * np.arange(100200) + 1) * np.pi * T
partial = np.cumsum(2 * T * (np.exp(1j * eta0 * w) * bare_log(e0)(w)).real)
swings = [np.ptp(partial[n:n + 200]) for n in (1000, 10000, 100000)]
assert swings[0] < swings[1] < swings[2]
for n, s in zip((1000, 10000, 100000), swings):
    print(f"raw partial sums, swing after {n} terms = {s:.3f} eV")

# Bare level at finite eta and in the limit.
for e in (-0.3, 0.2):
    s_sum = abel_sum(bare_log(e), eta0)
    s_int = sum(quad(lambda x: fermi(x) * np.exp(eta0 * x), a, b,
                     epsabs=1e-12)[0] for a, b in ((e, 0.5), (0.5, 3.0)))
    limit = matsubara_limit(bare_log(e))
    assert abs(s_sum - s_int) < 1e-6
    assert abs(limit - log_term(e)) < 1e-6
    print(f"bare e = {e:.1f} eV, eta = {eta0:.1f} 1/eV: sum = {s_sum:.6f} eV")
    print(f"  integral of f exp(eta x) = {s_int:.6f} eV")
    print(f"  sum for eta -> 0+ = {limit:.6f} eV")
    print(f"  T ln(1+exp(-beta e)) = {log_term(e):.6f} eV")

# A constant under the sum gives zero, so the energy unit is irrelevant.
constant_sum = abel_sum(lambda w: np.ones_like(w), eta0)
assert abs(constant_sum) < 1e-7

# Opposite sign of eta: divergent constant plus a finite part.
wrong = abel_sum(bare_log(e0), -eta0)
pole = np.pi * T / np.sin(np.pi * T * eta0)
assert abs(wrong - abel_sum(bare_log(-e0), eta0) + pole) < 1e-6
etas = 0.05 * np.arange(1, 7)
finite_part = extrapolate_to_zero(etas, [
    abel_sum(bare_log(e0), -x) + np.pi * T / np.sin(np.pi * T * x)
    for x in etas])
assert abs(finite_part - log_term(e0) - e0) < 1e-6
print(f"wrong sign, e = {e0:.1f} eV, eta = -{eta0:.1f} 1/eV: {wrong:.6f} eV")
print(f"  divergent constant there = {-pole:.6f} eV")
print(f"  finite part for eta -> 0- = {finite_part:.6f} eV")

# Determinant identity, logarithm branches and level counting, small bath.
rng = np.random.default_rng(3)
h = rng.normal(size=(7, 7))
h = (h + h.T) / 2
e_full, e_bath = np.linalg.eigvalsh(h), np.linalg.eigvalsh(h[1:, 1:])


def level_green(z):
    return np.linalg.inv(z * np.eye(7) - h)[0, 0]


for w in (-9.0, -0.7, -0.05, 0.05, 0.7, 9.0):
    logs = np.sum(np.log(e_full - 1j * w)) - np.sum(np.log(e_bath - 1j * w))
    assert abs(logs - np.log(-1 / level_green(1j * w))) < 1e-10
for x in np.linspace(-4.03, 4.01, 23):
    count = np.sum(e_full < x) - np.sum(e_bath < x)
    delta = -np.log(-1 / level_green(x + 1e-9j)).imag
    assert abs(delta / np.pi - count) < 1e-4

# Phase shift against the reflected wave of the chain.
e_d, v = -0.3, 0.4
for k in (0.4, 1.1, 1.6, 2.5):
    energy = -2 * t * np.cos(k)
    # unknowns: reflection amplitude r and level amplitude
    matrix = np.array([[t, v], [-v * np.exp(1j * k), energy - e_d]])
    r, _ = np.linalg.solve(matrix, np.array([-t, v * np.exp(-1j * k)]))
    gamma = -v**2 * g_end(energy).imag
    green = 1 / (energy - e_d - v**2 * g_end(energy))
    scattering = np.exp(2j * phase(energy, e_d, v))
    assert abs(-r - scattering) < 1e-10
    assert abs(1 - 2j * gamma * green - scattering) < 1e-10

for x in (-1.5, -0.5, 0.0, 0.5, 1.5):
    print(f"case A: delta({x:.1f} eV)/pi = {phase(x, e_d, v) / np.pi:.5f}")
resonance = brentq(lambda x: phase(x, e_d, v) - np.pi / 2, -1.5, 1.5)
width = float(-v**2 * g_end(resonance).imag)
print(f"case A: delta = pi/2 at {resonance:.5f} eV, Gamma there {width:.5f} eV")

# Coupled level: Matsubara sum, phase integral, finite-chain diagonalization.
for name, e_d, v in (("A", -0.3, 0.4), ("B", -2.2, 0.6)):
    total, band, stretch = omega_phase(e_d, v)
    matsubara = -matsubara_limit(coupled_log(e_d, v))
    d_omega, d_number, n_d, lowest = diagonalize(e_d, v)
    assert abs(total - d_omega) < 1e-8
    assert abs(matsubara - d_omega) < 1e-6
    step = 1e-3
    slope = (omega_phase(e_d + step, v)[0]
             - omega_phase(e_d - step, v)[0]) / (2 * step)
    assert abs(slope - n_d) < 1e-5
    # thermal weight outside the band is negligible at this temperature
    friedel = band_integral(lambda x: fermi(x) * fermi(-x) / T, e_d, v)
    assert abs(friedel - d_number) < 1e-8
    e_b = bound_energy(e_d, v)
    print(f"case {name}: e_d = {e_d:.1f} eV, v = {v:.1f} eV")
    print(f"  Delta Omega, Matsubara sum = {matsubara:.6f} eV")
    print(f"  Delta Omega, phase integral = {total:.6f} eV")
    print(f"  Delta Omega, 400-site chain = {d_omega:.6f} eV")
    print(f"  uncoupled level, Omega = {-log_term(e_d):.6f} eV")
    print(f"  n_d from slope = {slope:.5f}, from eigenvectors = {n_d:.5f}")
    print(f"  Delta N from phase = {friedel:.5f}, from levels = {d_number:.5f}")
    print(f"  delta(0)/pi = {phase(0.0, e_d, v) / np.pi:.5f}")
    if e_b is None:
        assert lowest > -2 * t
    else:
        assert abs(e_b - lowest) < 1e-9
        print(f"  bound state at {e_b:.6f} eV, band edge {-2 * t:.1f} eV")
        print(f"  band part = {band:.6f} eV, bound stretch = {stretch:.6f} eV")

# Constant Gamma in a very wide band: logarithmic growth with the cutoff.
gamma, cutoff = 0.16, 1e4
growth = quad(lambda u: np.exp(u) / np.pi
              * np.arctan2(gamma, -0.3 + np.exp(u)),
              np.log(cutoff), np.log(10 * cutoff))[0]
assert abs(growth - gamma / np.pi * np.log(10)) < 1e-5
print(f"constant Gamma = {gamma:.2f} eV: integral grows by {growth:.5f} eV")
print(f"  per tenfold cutoff; (Gamma/pi) ln 10 = "
      f"{gamma / np.pi * np.log(10):.5f} eV")
print("OK")
```

Printed output:

```
temperature T = 0.05 eV, hopping t = 1.0 eV
inverse temperature beta = 20.0 1/eV
raw partial sums, swing after 1000 terms = 9.727 eV
raw partial sums, swing after 10000 terms = 13.093 eV
raw partial sums, swing after 100000 terms = 16.671 eV
bare e = -0.3 eV, eta = 0.4 1/eV: sum = 0.284452 eV
  integral of f exp(eta x) = 0.284452 eV
  sum for eta -> 0+ = 0.300124 eV
  T ln(1+exp(-beta e)) = 0.300124 eV
bare e = 0.2 eV, eta = 0.4 1/eV: sum = 0.001003 eV
  integral of f exp(eta x) = 0.001003 eV
  sum for eta -> 0+ = 0.000907 eV
  T ln(1+exp(-beta e)) = 0.000907 eV
wrong sign, e = -0.3 eV, eta = -0.4 1/eV: -2.501503 eV
  divergent constant there = -2.501646 eV
  finite part for eta -> 0- = 0.000124 eV
case A: delta(-1.5 eV)/pi = 0.03109
case A: delta(-0.5 eV)/pi = 0.24487
case A: delta(0.0 eV)/pi = 0.84404
case A: delta(0.5 eV)/pi = 0.93599
case A: delta(1.5 eV)/pi = 0.97997
case A: delta = pi/2 at -0.32609 eV, Gamma there 0.15786 eV
case A: e_d = -0.3 eV, v = 0.4 eV
  Delta Omega, Matsubara sum = -0.394954 eV
  Delta Omega, phase integral = -0.394954 eV
  Delta Omega, 400-site chain = -0.394954 eV
  uncoupled level, Omega = -0.300124 eV
  n_d from slope = 0.85520, from eigenvectors = 0.85521
  Delta N from phase = 0.83528, from levels = 0.83528
  delta(0)/pi = 0.84404
case B: e_d = -2.2 eV, v = 0.6 eV
  Delta Omega, Matsubara sum = -2.263329 eV
  Delta Omega, phase integral = -2.263330 eV
  Delta Omega, 400-site chain = -2.263330 eV
  uncoupled level, Omega = -2.200000 eV
  n_d from slope = 0.97734, from eigenvectors = 0.97734
  Delta N from phase = 0.94837, from levels = 0.94837
  delta(0)/pi = 0.94837
  bound state at -2.394072 eV, band edge -2.0 eV
  band part = -1.869258 eV, bound stretch = -0.394072 eV
constant Gamma = 0.16 eV: integral grows by 0.11727 eV
  per tenfold cutoff; (Gamma/pi) ln 10 = 0.11727 eV
OK
```
